# Incomplete Ionization and the Static Depletion Charge of p-Type Material: verification in Python

```python
"""
Result under test: in p-type material with incompletely ionized acceptors,
the static depletion charge Q per area obeys, at large band bending psi,
    Q^2 = 2 eps q (NA - ND) (psi - psi_off),
    psi_off = (kT/q) [NA ln(1/f0) + p0] / (NA - ND).
NA, ND: acceptor and compensating donor densities; p0: bulk hole density;
f0: ionized acceptor fraction in the bulk; eps: permittivity.
psi is positive when the bands bend down. Lengths are in cm, energies in eV.
The independent side counts acceptor states and solves Poisson's equation
on a grid. Material inputs are rough values typical of Al-doped 4H-SiC.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
NA, ND = 1.0e18, 2.0e16
NET = NA - ND
DEPTH = 0.20
G = 4
EPS_R = 10.0
EPS = EPS_R * const.epsilon_0 / 100.0
MASS = 1.0
T0 = 300.0
BENDING = 1.5
REVERSE = 10.0


def thermal_voltage(T):
    return const.k * T / q


def valence_states(T, mass):
    m = mass * const.m_e
    return 2 * (2 * np.pi * m * const.k * T / const.h**2)**1.5 * 1e-6


def bulk_formula(T=T0, depth=DEPTH, mass=MASS):
    """Hole density and p1 from the quadratic neutrality equation."""
    p1 = valence_states(T, mass) / G * np.exp(-depth / thermal_voltage(T))
    b, c = ND + p1, p1 * NET
    return 2 * c / (b + np.sqrt(b*b + 4*c)), p1


def charge_formula(psi, T=T0, depth=DEPTH, mass=MASS):
    """Closed first integral of Poisson's equation, in C/cm2."""
    vt = thermal_voltage(T)
    p0, p1 = bulk_formula(T, depth, mass)
    r, u = p0 / p1, psi / vt
    F = (NET*u - NA*np.log((1 + r) / (1 + r*np.exp(-u)))
         - p0*(1 - np.exp(-u)))
    return np.sqrt(2 * EPS * q * vt * F)


def count_states(level_minus_fermi):
    """Ionized and neutral probabilities; argument in units of kT."""
    ionized_weight = np.exp(-level_minus_fermi)
    neutral_weight = sum(1.0 for state in range(G))
    total = ionized_weight + neutral_weight
    return ionized_weight / total, neutral_weight / total


def fermi_from_counting(T, depth, mass, hole_function):
    """Bulk Fermi energy above the valence edge, from charge neutrality."""
    vt = thermal_voltage(T)

    def imbalance(zeta):
        ion, _ = count_states((depth - zeta) / vt)
        return (hole_function(zeta) + ND - NA * ion) / NA
    return brentq(imbalance, 0.0, 1.0, xtol=1e-14, rtol=1e-13)


GRID = np.linspace(0.0, 400e-7, 8001)


def solve_layer(psi, T=T0, depth=DEPTH, mass=MASS):
    """Newton solution of the finite-difference Poisson equation."""
    vt = thermal_voltage(T)
    nv = valence_states(T, mass)
    zeta = fermi_from_counting(T, depth, mass,
                               lambda z: nv * np.exp(-z / vt))
    h = GRID[1] - GRID[0]
    scale = q * h*h / (EPS * vt)
    guess_width = np.sqrt(2 * EPS * psi / (q * NET))
    u = psi / vt * np.clip(1 - GRID / guess_width, 0, None)**2

    def local(u):
        ion, neutral = count_states((depth - zeta) / vt - u)
        holes = nv * np.exp(-zeta / vt - u)
        return ion, neutral, holes, NA*ion - ND - holes

    converged = False
    for _ in range(300):
        ion, neutral, holes, net = local(u)
        residual = u[:-2] - 2*u[1:-1] + u[2:] - scale * net[1:-1]
        slope = (holes + NA * ion * neutral)[1:-1]
        bands = np.ones((3, len(u) - 2))
        bands[1] = -2 - scale * slope
        step = solve_banded((1, 1), bands, -residual)
        size = np.max(np.abs(step))
        u[1:-1] += step * min(1.0, 2.0 / max(size, 1e-300))
        if size < 1e-6:
            converged = True
            break
    assert converged
    ion, neutral, holes, net = local(u)
    return dict(u=u, ion=ion, neutral=neutral,
                charge=q * trapezoid(net, GRID))


# Bulk neutrality with a full Fermi-Dirac integral over the parabolic band.
vt = thermal_voltage(T0)
nv = valence_states(T0, MASS)
p0, p1 = bulk_formula()
r = p0 / p1
f0 = 1 / (1 + r)
band_factor = ((2 * MASS * const.m_e * const.k * T0 / const.hbar**2)**1.5
               / (2 * np.pi**2) * 1e-6)


def fermi_dirac_holes(zeta):
    value = quad(lambda s: 2*s*s / (1 + np.exp(s*s + zeta / vt)), 0, 8,
                 epsabs=0, epsrel=1e-10)[0]
    return band_factor * value


zeta_fd = fermi_from_counting(T0, DEPTH, MASS, fermi_dirac_holes)
p0_fd = fermi_dirac_holes(zeta_fd)
degeneracy_error = abs(p0 / p0_fd - 1)
assert degeneracy_error < 2e-3  # Boltzmann statistics is approximate
assert abs(count_states((DEPTH - zeta_fd) / vt)[0] / f0 - 1) < 2e-3

# The full charge formula, including small bending and a hot device.
for psi, T in [(0.05, T0), (0.1, T0), (BENDING, T0), (BENDING, 500.0),
               (BENDING + REVERSE, T0)]:
    numerical = solve_layer(psi, T)["charge"]
    assert abs(numerical / charge_formula(psi, T) - 1) < 2e-4

layer = solve_layer(BENDING)
Q = layer["charge"]
offset = vt * (NA * np.log(1 / f0) + p0) / NET
Q_offset = np.sqrt(2 * EPS * q * NET * (BENDING - offset))
assert abs(Q / Q_offset - 1) < 2e-4

# Bending needed for a chosen ionized fraction, read from the grid solution.
crossings = {}
for fraction in (0.5, 0.9, 0.99):
    u_grid = np.interp(fraction, layer["ion"][::-1], layer["u"][::-1])
    u_law = np.log(r * fraction / (1 - fraction))
    assert abs(u_grid - u_law) < 2e-3
    x_cross = np.interp(fraction, layer["ion"][::-1], GRID[::-1])
    crossings[fraction] = (u_law * vt, x_cross)

width = Q / (q * NET)
ion_half = np.interp(width / 2, GRID, layer["ion"])
neutral_half = np.interp(width / 2, GRID, layer["neutral"])
ion_edge = np.interp(width, GRID, layer["ion"])
inside = np.linspace(0, width, 4001)
mean_ion = trapezoid(np.interp(inside, GRID, layer["ion"]), inside) / width
assert ion_half > 0.999 and ion_edge < 0.9

# The mistaken estimate and a reference with acceptors always ionized.
Q_wrong = np.sqrt(2 * EPS * q * p0 * BENDING)
width_wrong = Q_wrong / (q * p0)
Q_always = solve_layer(BENDING, depth=-0.30)["charge"]
assert Q / Q_always > 0.97 and Q_wrong / Q < 0.3

# Net density from the slope of 1/C^2, using grid charges only.
dv = 0.05
caps = []
for psi in (BENDING, BENDING + REVERSE):
    upper = solve_layer(psi + dv)["charge"]
    lower = solve_layer(psi - dv)["charge"]
    caps.append((upper - lower) / (2 * dv))
cv_slope = (caps[1]**-2 - caps[0]**-2) / REVERSE
cv_density = 2 / (q * EPS * cv_slope)
assert abs(cv_density / NET - 1) < 3e-3

# Sensitivity to temperature and density-of-states mass at fixed bending.
T_hot = 500.0
p_hot = bulk_formula(T=T_hot)[0]
Q_hot = solve_layer(BENDING, T=T_hot)["charge"]
assert p_hot / p0 > 3 and abs(Q_hot / Q - 1) < 0.02
mass_cases = []
for mass in (0.6, 2.5):
    p_mass = bulk_formula(mass=mass)[0]
    Q_mass = solve_layer(BENDING, mass=mass)["charge"]
    mass_cases.append((mass, p_mass / p0, Q_mass / Q))
    assert abs(Q_mass / Q - 1) < 0.02

# Rough inputs for effects outside the model.
GAP, DONOR_DEPTH = 3.2, 0.10
BREAKDOWN = 3.0e6
TUNNEL_MASS = 0.5
CROSS_SECTION, SPEED = 1e-14, 1e7
field = Q / EPS
field_reverse = solve_layer(BENDING + REVERSE)["charge"] / EPS
barrier = BENDING + vt * np.log(nv / p0)
electrons = nv * np.exp(-(GAP - barrier) / vt)
donor_ratio = 2 * np.exp(-(GAP - DONOR_DEPTH - barrier) / vt)
donor_neutral = donor_ratio / (1 + donor_ratio)
assert electrons < 1e-3 * NA and donor_neutral < 1e-3
assert field_reverse < BREAKDOWN

image_lowering = np.sqrt(q * field_reverse / (4 * np.pi * EPS))
top = barrier - image_lowering
energy = np.linspace(0, top, 4001)
wkb = (4 * np.sqrt(2 * TUNNEL_MASS * const.m_e) * (q * (top - energy))**1.5
       / (3 * q * const.hbar * field_reverse * 100))
tunnel_holes = nv * np.exp(-np.min(energy / vt + wkb))
assert tunnel_holes < 1e-3 * p1
emission_lowering = 2 * np.sqrt(q * field / (4 * np.pi * EPS))
emission_time = 1 / (CROSS_SECTION * SPEED * p1)
spacing = (3 / (4 * np.pi * NA))**(1/3)
orbit = const.hbar / np.sqrt(2 * MASS * const.m_e * q * DEPTH) * 100


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Acceptor density", NA, "cm^-3", ".2e")
show("Donor density", ND, "cm^-3", ".2e")
show("Acceptor ionization energy", DEPTH, "eV")
show("Acceptor degeneracy", G)
show("Relative permittivity", EPS_R)
show("Hole density-of-states mass", MASS, "electron masses")
show("Temperature", T0, "K")
show("Thermal voltage", vt, "V")
show("Band bending at contact", BENDING, "V")
show("Valence density of states Nv", nv, "cm^-3", ".3e")
show("Ionization density p1", p1, "cm^-3", ".3e")
show("Bulk hole density p0", p0, "cm^-3", ".3e")
show("Ratio r = p0/p1", r)
show("Bulk ionized fraction", 100*f0, "%", ".2f")
show("p0/(NA-ND)", 100*p0/NET, "%", ".2f")
for fraction, (volts, place) in crossings.items():
    print(f"{100*fraction:.0f}% ionized: bending {volts:.4f} V, "
          f"depth {place*1e7:.2f} nm")
show("Voltage offset", offset, "V")
show("Depletion charge, grid", Q*1e6, "uC/cm2")
show("Depletion charge, offset formula", Q_offset*1e6, "uC/cm2")
show("Charge, acceptors always ionized", Q_always*1e6, "uC/cm2")
show("Charge ratio to always ionized", Q/Q_always)
show("Mistaken charge using p0", Q_wrong*1e6, "uC/cm2")
show("True charge / mistaken charge", Q/Q_wrong)
show("Peak field", field/1e6, "MV/cm")
show("Equivalent width W = Q/[q(NA-ND)]", width*1e7, "nm")
show("Mistaken width using p0", width_wrong*1e7, "nm")
show("Neutral acceptor fraction at contact", layer["neutral"][0],
     form=".2e")
show("Neutral acceptor fraction at W/2", neutral_half, form=".2e")
show("Ionized fraction at W", 100*ion_edge, "%", ".1f")
show("Mean ionized fraction from 0 to W", 100*mean_ion, "%", ".1f")
show("Net density from 1/C^2 slope", cv_density, "cm^-3", ".4e")
show("Hole density ratio, 500 K / 300 K", p_hot/p0)
show("Charge ratio, 500 K / 300 K", Q_hot/Q, form=".5f")
for mass, hole_ratio, charge_ratio in mass_cases:
    print(f"Mass {mass:.1f} electron masses: hole ratio {hole_ratio:.3f}, "
          f"charge ratio {charge_ratio:.5f}")
show("Degeneracy error in p0", 100*degeneracy_error, "%", ".3f")
show("Rough band gap", GAP, "eV")
show("Contact barrier for holes", barrier, "eV")
show("Electron density at contact", electrons, "cm^-3", ".2e")
show("Neutral donor fraction at contact", donor_neutral, form=".2e")
show("Added reverse bias", REVERSE, "V")
show("Peak field under reverse bias", field_reverse/1e6, "MV/cm")
show("Rough breakdown field", BREAKDOWN/1e6, "MV/cm")
show("Image-force lowering, reverse bias", image_lowering, "eV")
show("Rough tunnelling mass", TUNNEL_MASS, "electron masses")
show("Estimated injected holes, reverse bias", tunnel_holes,
     "cm^-3", ".1e")
show("Emission-barrier lowering at zero bias", emission_lowering, "eV")
show("Rough capture cross-section", CROSS_SECTION, "cm2", ".1e")
show("Rough thermal speed", SPEED, "cm/s", ".1e")
show("Zero-field hole emission time", emission_time*1e9, "ns", ".2g")
show("Acceptor spacing radius", spacing*1e7, "nm", ".3g")
show("Bound-hole decay length", orbit*1e7, "nm", ".2g")
print("ALL CHECKS PASSED")
```

Printed output:

```
Acceptor density: 1.00e+18 cm^-3
Donor density: 2.00e+16 cm^-3
Acceptor ionization energy: 0.2 eV
Acceptor degeneracy: 4
Relative permittivity: 10
Hole density-of-states mass: 1 electron masses
Temperature: 300 K
Thermal voltage: 0.02585 V
Band bending at contact: 1.5 V
Valence density of states Nv: 2.509e+19 cm^-3
Ionization density p1: 2.739e+15 cm^-3
Bulk hole density p0: 4.168e+16 cm^-3
Ratio r = p0/p1: 15.21
Bulk ionized fraction: 6.17 %
p0/(NA-ND): 4.25 %
50% ionized: bending 0.0704 V, depth 37.93 nm
90% ionized: bending 0.1272 V, depth 32.36 nm
99% ionized: bending 0.1892 V, depth 28.73 nm
Voltage offset: 0.07459 V
Depletion charge, grid: 0.6295 uC/cm2
Depletion charge, offset formula: 0.6295 uC/cm2
Charge, acceptors always ionized: 0.6402 uC/cm2
Charge ratio to always ionized: 0.9833
Mistaken charge using p0: 0.1332 uC/cm2
True charge / mistaken charge: 4.727
Peak field: 0.711 MV/cm
Equivalent width W = Q/[q(NA-ND)]: 40.1 nm
Mistaken width using p0: 199.4 nm
Neutral acceptor fraction at contact: 9.62e-25
Neutral acceptor fraction at W/2: 8.77e-07
Ionized fraction at W: 37.2 %
Mean ionized fraction from 0 to W: 92.5 %
Net density from 1/C^2 slope: 9.7996e+17 cm^-3
Hole density ratio, 500 K / 300 K: 6.955
Charge ratio, 500 K / 300 K: 1.00362
Mass 0.6 electron masses: hole ratio 0.630, charge ratio 0.99748
Mass 2.5 electron masses: hole ratio 2.129, charge ratio 1.00480
Degeneracy error in p0: 0.034 %
Rough band gap: 3.2 eV
Contact barrier for holes: 1.665 eV
Electron density at contact: 4.17e-07 cm^-3
Neutral donor fraction at contact: 1.59e-24
Added reverse bias: 10 V
Peak field under reverse bias: 2.013 MV/cm
Rough breakdown field: 3 MV/cm
Image-force lowering, reverse bias: 0.1703 eV
Rough tunnelling mass: 0.5 electron masses
Estimated injected holes, reverse bias: 5.6e+00 cm^-3
Emission-barrier lowering at zero bias: 0.2024 eV
Rough capture cross-section: 1.0e-14 cm2
Rough thermal speed: 1.0e+07 cm/s
Zero-field hole emission time: 3.7 ns
Acceptor spacing radius: 6.2 nm
Bound-hole decay length: 0.44 nm
ALL CHECKS PASSED
```
